# Three-Dimensional Poole–Frenkel Emission: Hartke's Angular Average and Its Limits, part 2

A trap of charge magnitude $q$ when empty emits a carrier of opposite charge in a uniform field $F$. The carrier's potential energy is $V=-A/r-fr\cos\theta$, with $A=q^2/(4\pi\varepsilon)$, $f=qF$, $\varepsilon=\varepsilon_r\varepsilon_0$, $r$ the distance from the trap and $\theta$ the angle from the downhill direction. Energies are in eV and lengths in nm; $1\ \mathrm{MV/cm}$ gives $f=0.1\ \mathrm{eV/nm}$. The saddle lies at $r_0=\sqrt{A/f}$, at an energy $\Delta=2\sqrt{Af}$ below zero, and $\gamma=\Delta/kT$.

The zero-field emission rate is $\nu e^{-E_t/kT}$, with trap depth $E_t$ and prefactor $\nu$. The enhancement $R$ is the rate $e$ divided by this. Hartke's model uses straight rays, with barrier lowering $\Delta\sqrt{\cos\theta}$ downhill and none uphill. It gives $R=1/2+G$, with $G=\int_0^1se^{\gamma s}ds$, or

$$
R(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}. \tag{10}
$$

The one-dimensional law is $R_1=e^\gamma$, and $C=R/R_1$. The slope $s(\gamma)=d\ln R/d\gamma$ is that of a Poole–Frenkel plot ($\ln e$ against $\sqrt F$) in units of the one-dimensional slope. The Arrhenius energy is $E_{\rm app}=E_t-\Delta s$, and the apparent prefactor is $\nu Re^{-\gamma s}$. A prime on $G$ means $d/d\gamma$.

The opposite case to straight rays is a classical carrier of isotropic mass $m$ and energy $E$, moving without collisions from the trap centre at launch angle $\theta$. With $z$ the downhill coordinate and $x$ the transverse one, its motion separates in the coordinates $u$ and $v$:

$$
x=uv,\qquad z=\frac{v^2-u^2}{2},\qquad r=\frac{u^2+v^2}{2}. \tag{20}
$$

For $E<0$ it escapes if

$$
2A\cos^2\frac\theta2>\frac{E^2}{2f}
\quad\Longleftrightarrow\quad |E|<\Delta\cos\frac\theta2 . \tag{24}
$$

The lowering is thus $\Delta\cos(\theta/2)$ in place of $\Delta\sqrt{\cos\theta}$. Since $\cos^2(\theta/2)=(1+\cos\theta)/2\ge\cos\theta$, bending never raises the threshold. At $\theta=80^\circ$ the lowering is $0.766\Delta$ on the bent path and $0.417\Delta$ on the straight ray. At $120^\circ$, in the uphill hemisphere, it is $0.500\Delta$ instead of zero: the field turns the carrier round and takes it out past the trap at negative energy. In a test, trajectories were integrated in Cartesian coordinates for launch angles of $40^\circ$, $80^\circ$, $120^\circ$ and $150^\circ$, over a time $15\sqrt{mr_0^3/A}$. With $|E|$ 3 % below the threshold (24) all four escaped, and with $|E|$ 3 % above it none did.

If carriers are launched isotropically, with a supply proportional to $e^{-E/kT}$, the rate in each direction is proportional to $\exp[\Delta\cos(\theta/2)/kT]$. The enhancement for bent paths is

$$
R_b=\frac12\int_0^\pi\exp\!\left(\gamma\cos\frac\theta2\right)\sin\theta\,d\theta .
$$

Put $w=\cos(\theta/2)$. Then $dw=-\tfrac12\sin(\theta/2)\,d\theta$, and $\sin\theta\,d\theta=2\sin(\theta/2)\cos(\theta/2)\,d\theta=-4w\,dw$. The limits run from 1 to 0, so

$$
R_b=2\int_0^1w\,e^{\gamma w}\,dw=2G,\qquad
\frac{R_b}{R}=\frac{2G}{1/2+G}. \tag{25}
$$

The integral is the one in Hartke's average, now with weight 2 and no separate uphill term. The ratio rises from 1 at zero field towards 2 at high field. The limit 2 has a geometrical origin: near the axis $\cos(\theta/2)\simeq1-\theta^2/8$, whereas $\sqrt{\cos\theta}\simeq1-\theta^2/4$, so the escape cone covers twice the solid angle. Relative to this collisionless case, Hartke's assumptions underestimate the rate by less than a factor of two at any field.

As an example, consider a deep donor in the depletion layer of a Schottky contact on n-type silicon, observed through the capacitance transient that follows a filling pulse. The chosen parameters are $E_t=0.30$ eV, $\nu=10^{11}\ \mathrm{s^{-1}}$, $T=180$ K and a local field of 0.10 MV/cm. The relative permittivity is taken as 11.7, a rough value for silicon. Then $kT=15.51$ meV, $A=0.1231$ eV nm and $f=0.0100$ eV/nm, and

$$
r_0=\sqrt{\frac{0.1231}{0.0100}}\ \mathrm{nm}=3.51\ \mathrm{nm},\qquad
\Delta=2\sqrt{0.1231\times0.0100}\ \mathrm{eV}=70.2\ \mathrm{meV}.
$$

The ratio is $\gamma=70.16/15.511=4.523$, and the one-dimensional enhancement is $e^\gamma=92.15$. The downhill part of the average is

$$
G=\frac{1+3.523\times92.15}{4.523^2}=15.92,
$$

so $R=16.4$ and $C=0.178$. The one-dimensional law overestimates the model's rate by a factor of 5.6. The uphill hemisphere, whose treatment is the least secure part of the model, supplies 3 % of the emission.

The zero-field rate is $398\ \mathrm{s^{-1}}$, an emission time of 2.51 ms. The field shortens this to 153 μs with the angular average, and to 27 μs by the one-dimensional law. The slope is $s=0.812$, so the Arrhenius energy at this field is

$$
E_{\rm app}=300-0.812\times70.2=243\ \mathrm{meV},
$$

compared with 230 meV in one dimension. The lowering that reproduces the size of the rate is $kT\ln R=43.4$ meV, smaller than the lowering $\Delta s=57.0$ meV of the Arrhenius energy. The apparent prefactor is reduced accordingly, to $Re^{-\gamma s}=0.42$ of $\nu$.

These differences matter when a trap depth is extracted. Suppose the angular model held and the data were analysed with the one-dimensional law. Adding $\Delta$ to the Arrhenius energy would give 313 meV, which is 13 meV too deep. Using a single rate with a known prefactor would give an error of $70.2-43.4=26.8$ meV, also towards greater depth.

At the same temperature, $C$ falls from 0.447 at 0.01 MV/cm to 0.133 at 0.20 MV/cm, while $s$ rises from 0.540 to 0.867. A straight line drawn between these two fields on a Poole–Frenkel plot has the mean slope

$$
\frac{\ln(79.67/1.868)}{6.397-1.430}=0.756
$$

in units of the one-dimensional slope. As that slope varies as $\varepsilon_r^{-1/2}$, a one-dimensional reading of the line would give $\varepsilon_r=11.7/0.756^2\approx20$. In this model a slope between one third and the whole of the one-dimensional value for the known permittivity is therefore not in itself evidence against a Coulombic trap. The lowest field has $\gamma=1.43$, below the value 2 at which the saddle reaches the distance $A/kT$, and its enhancement is correspondingly less certain. The highest field is uncertain for another reason: the tunnelling factor (26) below is 3.1 there for the light mass, against 1.01 at the lowest field. The slope 0.756 belongs to the classical model and is not a prediction for silicon.

The bending of the paths gives a sizeable correction to the local rate. Equation (25) gives $R_b=31.8$, a factor of 1.94 above $R$. The classical argument needs a mean free path longer than the barrier radius, and a wavelength short enough for paths to be well defined within that radius. With a rough mobility of 2000 cm²/Vs, a mean mass of 0.26 electron masses, the relaxation time $\mu m/q$ and the mean thermal speed $\sqrt{8kT/\pi m}$, the mean free path is 48 nm, about 14 times $r_0$. This uses a low-field mobility, whereas at 0.10 MV/cm the drift velocity in silicon is close to saturation and carriers heated by the field scatter more often. The estimate is therefore an upper one, and the first condition may not hold. The second is not met: for the mean mass and a kinetic energy $kT$, the reduced wavelength $\hbar/\sqrt{2mkT}$ is about 3 nm, comparable with $r_0$. The factor 1.94 is therefore only a rough indication of what bending does in silicon. Bending changes the rate much more than the activation energy: the slope becomes $G'/G=sR/G=0.838$, which lowers the Arrhenius energy by a further 2 meV. In a material whose mean free path is shorter than $r_0$, the carrier would diffuse over the barrier region, and neither estimate could be relied on.

The mass does not enter $R$, because the barrier heights are properties of the potential alone. It does enter tunnelling. The curvature of $V$ at the saddle along the axis is $-2A/r_0^3$, which defines the energy

$$
\hbar\omega=\hbar\sqrt{\frac{2A}{mr_0^3}} .
$$

For silicon's light mass of roughly 0.19 electron masses this is 47.8 meV, three times $kT$, so tunnelling just below the top is not negligible. Its size follows from the thermal average of the transmission on the downhill axis, relative to classical passage,

$$
\frac1{kT}\int\frac{e^{-w/kT}}{1+e^{S(w)}}\,dw,\qquad w=E+\Delta, \tag{26}
$$

taken upwards from the trap level. Below the top, $S=2\int\kappa\,dz$ is taken between the turning points, with $\hbar\kappa=\sqrt{2m(V-E)}$. Above the top, the barrier is treated as a parabola, for which $S=-2\pi w/\hbar\omega$. This assumes that lattice vibrations supply carriers at all energies between the level and the barrier top with Boltzmann weight. The factor is 1.45 for the light mass and 1.08 for a heavy mass of roughly 0.92, which bracket the effect of silicon's anisotropy on tunnelling. Its effect on the bent paths has not been computed, since (24) rests on an isotropic mass. Tunnelling straight from the level is negligible here: its exponential is about $10^{-13}$ of the thermal one. If the barrier were a parabola continued downwards without limit, the integral in (26) would converge only for $\hbar\omega<2\pi kT$, which is 97 meV at 180 K. On cooling at fixed field this margin shrinks. Once it is gone, the parabola no longer gives a finite rate. For the actual barrier the dominant energy moves down gradually, and emission over the top gives way to thermally assisted tunnelling.

The tunnelling factor is not the whole quantum correction. Across the axis the saddle is a minimum, with curvature $A/r_0^3$ in each of two directions. For an isotropic light mass each transverse vibration has the quantum $\hbar\omega/\sqrt2=33.8$ meV, and its zero-point energy raises the barrier. In the harmonic approximation the two vibrations together multiply the rate by $(x/\sinh x)^2=0.68$, with $x=\hbar\omega/(2\sqrt2\,kT)=1.09$. For this isotropic mass, and a thermal population of all transverse states at the saddle, this loss is of the same size as the gain of 1.45. The harmonic form is crude here, because the zero-point energy of 33.8 meV is nearly the whole depth $A/r_0=35$ meV of the transverse well on the plane through the saddle. The products given here show only the order of the effect. In silicon's anisotropic valleys the cancellation is not general: with the heavy axis along the field, the transverse masses are light and the product is about $1.080\times0.683=0.74$. With a light axis along the field, one transverse mass is light and the other heavy, and the product is about 1.15. The tunnelling factor should therefore not be applied by itself.

Nor do these products correct (25). A carrier launched from the trap centre has no angular momentum about the axis. For an isotropic mass it reaches only every second level of the transverse oscillator, each with the same density on the axis. The harmonic transverse factor is then $2x/\sinh 2x=0.50$ for the light mass, instead of 0.68. At this field the loss outweighs the tunnelling gain, so the quantum correction lowers the bent-path rate, but the harmonic product of 0.72 does not give its size. The ground level of the Coulomb tail alone is bound by $mA^2/2\hbar^2$, which is 19 meV for the light mass and 26 meV for the mean mass, so the saddle at $-70$ meV lies far below it and few states are available near the barrier top. The Schrödinger equation separates in the coordinates (20). Solved for a pure Coulomb centre with an isotropic mass, a source at the centre and Boltzmann supply, it gives at 0.10 MV/cm an enhancement of 12.6 for the light mass and 22.9 for the mean mass, that is 0.40 and 0.72 of (25), and Arrhenius energies of 260 and 255 meV. At 0.04 MV/cm the result lies above (25), and the slope between 0.04 and 0.20 MV/cm is 0.29 and 0.19 of the one-dimensional value, against 0.81 from (10). This calculation omits the short-range potential that makes the level deep and the valley structure, so it is no prediction for a real donor either. It shows that the classical numbers of this example are not quantitative for silicon's masses.

Bending alone gives the enhancement 31.8, and the emission time then falls from 153 to about 79 μs. This is about a third of the one-dimensional enhancement. All the estimates at this field lie well below the one-dimensional value, but the quantum ones fall on either side of Hartke's 16.4, so whether his formula is too low or too high for silicon is not settled here.

The contact itself disturbs the trap much less. For a doping of $2\times10^{16}\ \mathrm{cm^{-3}}$ and a trap 20 nm from the metal, the local field of 0.10 MV/cm corresponds to a depletion width of 343 nm and a band bending of 1.82 V, which implies reverse bias. For ordinary barrier heights of 0.6 to 0.8 eV, a trap this close to the metal is filled only if the pulse drives the contact a few tenths of a volt forward; a pulse to zero bias leaves it empty. The field changes by 1.1 % over the barrier radius. One dopant ion at the mean spacing of 36.8 nm adds a field of 0.9 % of the applied one; dopants placed at random add more, with a median field of about 5 % of the applied one, which changes the magnitude of the total field by about 2 % in the median and by more than 7 % at one trap in ten. Since $\gamma\propto\sqrt F$, a 1 % change of field alters $\ln R$ by $\gamma s/200\approx0.02$, or the rate by about 2 %.

The metal also acts through image charges. For a carrier at distance $y$ from a trap that lies at depth $d$, the image of the positive trap ion is negative and repels the electron, with energy $A/(2d+y)$. The electron's own image attracts it, with energy $-A/[4(d+y)]$. Between $y=0$ and $y=r_0$ the sum changes by $-0.02$ meV, which is negligible beside $kT$.

Set beside real contacts, the doping and field are ordinary for a moderately doped silicon diode under reverse bias, and the field is about a third of a rough breakdown field of 0.3 MV/cm. A depth near 0.3 eV is roughly that of the neutral sulphur and selenium donors in silicon. The prefactor is a round choice; it depends on the capture cross-section and can differ by orders of magnitude between traps, which shifts all the emission times together but cancels in $R$. Besides the classical treatment of the barrier, an assumption that a real device plainly breaks is that of a single field. In a uniformly doped depletion layer the field falls linearly away from the metal. Where it has dropped to 0.04 MV/cm, the model gives $R=4.60$ and an emission time of 546 μs, against 153 μs at 0.10 MV/cm. Closer to the edge of the layer, where the field is below roughly 0.035 MV/cm for this doping, the trap level lies under the Fermi level and the trap stays mostly filled. A transient collected from all the traps that do empty would therefore, within the model, mix emission times that differ by a factor of about 3.6 between these two fields, more than the factor of 1.94 estimated for bending. To compare such a measurement with the formula, the signal has to be restricted to a narrow slice of depth, or $R$ has to be applied locally and the decays summed over the layer. The remaining values are listed in the numerical output below.

## Computed values

```
relative permittivity (rough): 11.7
temperature: 180 K, kT = 15.511 meV
field at trap: 0.10 MV/cm, f = 0.0100 eV/nm
trap depth: 0.30 eV, prefactor: 1.0e+11 1/s
Coulomb constant A: 0.1231 eV nm
downhill barrier radius: 3.508 nm
largest lowering Delta: 70.16 meV
gamma: 4.5234
1D enhancement: 92.15
downhill part G: 15.917
3D enhancement R: 16.417
correction C = R/R1: 0.1782
downhill share of emission: 0.9695
effective lowering kT ln R: 43.41 meV
log slope s(gamma): 0.8122
apparent Arrhenius energy: 243.0 meV
1D Arrhenius energy: 229.8 meV
zero-field rate: 398.4 1/s, time 2509.7 us
1D rate: 3.672e+04 1/s, time 27.24 us
3D rate: 6541 1/s, time 152.87 us
table: field MV/cm, gamma, 1D, 3D, C, slope
  0.01  1.430  4.181  1.868  0.4469  0.540
  0.03  2.478  11.912  3.530  0.2964  0.669
  0.10  4.523  92.151  16.417  0.1782  0.812
  0.20  6.397  600.097  79.668  0.1328  0.867
trajectory test: angle deg, lowering/Delta bent path, straight ray
  40  0.9397  0.8752
  80  0.7660  0.4167
  120  0.5000  0.0000
  150  0.2588  0.0000
collisionless enhancement 2G: 31.834
path-bending factor 2G/R: 1.9391
masses light, heavy, mean: 0.19, 0.92, 0.26 m_e
barrier-top quantum, light mass: 47.8 meV
tunnelling factor, light mass: 1.445
tunnelling factor, heavy mass: 1.080
direct/thermal exponential, light mass: 8.9e-14
mobility (rough): 2000 cm2/Vs
mean free path: 48.3 nm
doping: 2.0e+16 cm^-3, distance to metal 20 nm
depletion width: 343 nm, band bending 1.82 V
field change over barrier radius: 1.09 %
dopant spacing: 36.8 nm
one neighbour's field / applied: 0.91 %
image-force shift of barrier: -0.0185 meV
breakdown field (rough): 0.3 MV/cm
field / breakdown field: 0.33
```
